Does a neutral dual-gated layer have zero perpendicular field?

**Question**

I am modelling a monolayer of MoS2 between two gates, with hexagonal boron nitride (hBN) as the insulator on both sides. The back gate is at +8 V, the top gate at −4 V, and the layer is grounded through a contact. At this setting my carrier density comes out as practically zero.

I reasoned as follows. By Gauss's law the field comes from charge. The layer has no charge, so there should be no perpendicular field at the layer. With a single gate this works: when I bring the density to zero, the field vanishes too. But a colleague says that the two gates form a capacitor and that a large field crosses my layer. Which of us is right, and what does zero density say about the field?

**Answer**

Your colleague is right. Gauss's law ties the charge of the layer to the change of the field across it. It does not tie that charge to the field itself.

**What Gauss's law fixes**

I use atomic units in the algebra, with D = εE counted positive from the back gate (below) to the top gate (above). The gates are wide and flat, so fringing is ignored. Let σ be the net charge per area of the layer. A flat box enclosing a piece of the layer gives

D_above − D_below = 4πσ.

If σ = 0, then D_above = D_below. The common value is left open, and charges elsewhere decide it.

Superposition shows how. In vacuum, a wide sheet of charge density g makes a field 2πg pointing away from it on both sides. Put +g on the back gate and −g on the top gate. Between them, the first field points up, away from positive charge, and the second also points up, towards negative charge:

E = 2πg + 2πg = 4πg.

With +g on both gates the two contributions cancel instead. The layer's own charge adds −2πσ just below it and +2πσ just above it. At fixed gate charges it therefore changes the jump and leaves the average of the two sides alone. At fixed gate voltages the gate charges readjust, so the average can shift too.

**Why the argument works with one gate**

Suppose that the back gate and the layer carry the only charges, with total zero, and that no external field is applied. Then g = −σ, and

D_above = 2πg + 2πσ = 0,
D_below = 2πg − 2πσ = −4πσ.

Here zero σ does mean zero field, because the field above the layer is already zero. A second gate removes that condition.

**From gate voltages to fields**

Let the layer's midplane be at potential φ, and treat its charge as a thin sheet there. Between a gate and the midplane there is no free charge, so D is constant, and each material contributes D × thickness/ε to the potential drop. With insulator thicknesses d_b and d_t, insulator constant ε_i, layer thickness t and layer constant ε_c, define

L_b = d_b/ε_i + t/(2ε_c),
L_t = d_t/ε_i + t/(2ε_c).

The drops from back gate to layer and from layer to top gate then give

D_below = (V_b − φ)/L_b,
D_above = (φ − V_t)/L_t.

Gate potentials are measured from the values that put the middle of the gap of the field-free layer at the Fermi level of the contact. This absorbs the work-function offsets. Inserting both fields into the jump condition gives

4πσ = (φ − V_t)/L_t − (V_b − φ)/L_b.

Multiply by L_b L_t and collect φ:

4πσ L_b L_t = φ(L_b + L_t) − V_t L_b − V_b L_t,

φ = (V_b L_t + V_t L_b + 4πσ L_b L_t)/(L_b + L_t).

For σ = 0,

V_b − φ = [V_b(L_b + L_t) − V_b L_t − V_t L_b]/(L_b + L_t)
= L_b(V_b − V_t)/(L_b + L_t),

and division by L_b leaves

D = (V_b − V_t)/(L_b + L_t).

This is the series-capacitor formula: the neutral layer acts as one more slab of dielectric.

**Your numbers**

I take 20 nm of hBN below and 10 nm above, ε_i = 3.5, and a layer with t = 0.65 nm and ε_c = 6. Then

L_b = 20/3.5 + 0.65/12 = 5.7685 nm,
L_t = 10/3.5 + 0.65/12 = 2.9113 nm.

The D of atomic units corresponds to D/ε0 in SI, which has the unit of a field:

D/ε0 = 12 V / 8.680 nm = 1.38 V/nm = 13.8 MV/cm.

The field is 13.8/3.5 = 3.95 MV/cm in the hBN and 13.8/6 = 2.30 MV/cm in the MoS2. The drop across the layer is 0.230 V/nm × 0.65 nm = 0.15 V. The charge at the ends of these field lines sits on the gates: +1.22 µC/cm² on the back gate and the opposite on the top gate, or 7.6×10¹² elementary charges per cm² on each.

Is the layer really empty? Its potential is

φ = (8 × 2.9113 − 4 × 5.7685)/8.680 = 0.025 V.

Electrons at potential φ have their energy lowered by φ (in eV), so the conduction edge lies E_g/2 − φ above the Fermi level. In two dimensions each spin and valley has m/(2π) states per area and energy. With degeneracy g_c and x = φ − E_g/2,

n = (g_c m/2π) ∫₀^∞ dε / {1 + exp[(ε − x)/kT]}.

An antiderivative of the integrand is −kT ln{1 + exp[−(ε − x)/kT]}, so

n = N_c ln[1 + exp(x/kT)], N_c = g_c m kT/(2π).

Holes follow with φ → −φ and their own degeneracy. For E_g = 2 eV, m = 0.5, g_c = 4 and 300 K, N_c = 1.08×10¹³ cm⁻² and kT = 0.02585 eV. The edge is 0.975 eV away, which gives n ≈ 5×10⁻⁴ cm⁻². The hole density is smaller still. The layer is empty, and the field crosses it. These values take your +8 V and −4 V as already corrected for the work-function offsets. An offset common to both gates leaves D unchanged while the layer is empty but moves φ: +0.5 V gives n ≈ 10⁵ cm⁻² and +0.8 V gives n ≈ 10¹⁰ cm⁻². An offset on one gate only also changes D: +0.5 V on the back gate gives 14.4 MV/cm.

**Density and field are separate controls**

Let D̄ = (D_above + D_below)/2. With the jump condition, D_below = D̄ − 2πσ and D_above = D̄ + 2πσ. Solving the two field equations for the gates gives

V_b = φ + L_b(D̄ − 2πσ),
V_t = φ − L_t(D̄ + 2πσ).

In equilibrium, and without fixed charge, the chosen carrier density determines φ. For any chosen density and mean field there is then a pair of gate voltages, until the insulator breaks down or the layer's bands change.

For σ = 0 and φ = 0 the gates obey V_b/L_b = −V_t/L_t. Along this line the layer stays neutral while D takes either sign:

V_b = +7.93 V, V_t = −4 V: D/ε0 = +13.7 MV/cm
V_b = 0, V_t = 0: D/ε0 = 0
V_b = −7.93 V, V_t = +4 V: D/ε0 = −13.7 MV/cm

Now keep the back gate at +8 V and set the top gate to +4 V. With the thin-sheet formulas the layer fills with 1.23×10¹³ electrons per cm² (the numerical output, which spreads the charge through the layer, gives 1.24×10¹³ and −10.3 MV/cm above). D/ε0 is +12.1 MV/cm below it and −10.2 MV/cm above it, so the field points towards the layer from both sides, and the mean of D/ε0 is only 0.9 MV/cm. This is the reverse of your case: many carriers and little mean field.

**The gap makes a neutral window**

In a semiconductor, φ can move through most of the gap before carriers appear. Hold the top gate at −4 V and call the layer empty while each carrier density is below 10¹⁰ cm⁻². For electrons this limit is far below N_c, so n ≈ N_c exp(x/kT), and it is reached at

φ ≈ 1 − 0.02585 × ln(1080) = 0.82 V.

For holes, N_v = 5.4×10¹² cm⁻² gives φ ≈ −0.84 V. Solving the jump condition for the back gate,

V_b = φ + L_b(φ − V_t)/L_t − 4πσL_b,

where the last term is only about 0.01 V in size here. The window runs from V_b = 5.42 V to 10.38 V. Across it D/ε0 rises from 10.9 to 16.6 MV/cm while the density stays negligible, so a density reading near zero cannot tell you the field.

**Two cautions about "neutral"**

First, no carriers is not the same as no charge. Add fixed positive charge of 10¹² e/cm² to the layer, with the gates again at +8 V and −4 V. The formula for φ gives a rise of 0.181 V/nm × 5.7685 nm × 2.9113 nm / 8.680 nm = 0.35 V, and φ becomes about 0.375 V (0.373 V with the charge spread through the layer). That is still inside the gap, with a few hundred electrons per cm². Yet D/ε0 is now 13.2 MV/cm below and 15.0 MV/cm above. The jump of 1.8 MV/cm belongs to the fixed charge.

Second, zero net charge does not guarantee that the outside field reaches the interior. Consider a gapless channel made of two grounded conducting sheets, separated by dielectric length L_s. Let each have a constant density of states C, so that σ₁ = −Cφ₁ and σ₂ = −Cφ₂. Zero total charge requires φ₂ = −φ₁, and therefore

D_in = (φ₁ − φ₂)/L_s = 2φ₁/L_s.

The jump at the lower sheet is

D_in − D_out = 4πσ₁ = −4πCφ₁ = −2πC L_s D_in,

D_in/D_out = 1/(1 + 2πC L_s).

For small C L_s the field passes through; for large C L_s it is screened. Take mass 0.5 and degeneracy 4, so 2πC = 2, and a spacing of 0.65 nm with dielectric constant 6, so L_s = 2.05 bohr. The ratio is 1/5.09 = 0.196. In a symmetric stack with 10 nm of insulator (ε = 3.5) on each side of a 1.3 nm channel and gates at ±4 V, D/ε0 is 13.7 MV/cm outside and 2.7 MV/cm between the sheets. The sheets carry ∓6.1×10¹² e/cm². The net charge is zero, but the electrons and holes have separated. Your empty monolayer has no mobile charge to do this.

**How close is this to a real device?**

The layer and hBN parameters are rough typical values. The hBN field is about 0.4 of a rough breakdown field of 10 MV/cm, so this is a strong but plausible bias.

- D depends strongly on the hBN constant: values of 3 and 4 give 11.9 and 15.8 MV/cm at the same voltages.
- Real layers contain charged defects, which break the assumption of no fixed charge. The 10¹² e/cm² case above shows the size of the effect: φ moves by 0.35 V and the two sides differ by 1.8 MV/cm.
- A screening depth of 0.05 nm in each metal gate lowers D by about 1 %. Monolayer graphene gates, whose Fermi level moves by about 0.3 eV at this charge, would lower it by about 5 %.
- For an ideal 2.7 eV barrier and a tunnelling mass of 0.4, the zero-temperature estimate of the current from the top gate into the hBN is about 2×10⁻¹⁴ A/cm²; at 300 K the thermal spread of the electrons makes it larger. It depends exponentially on the barrier: at the same field and 300 K, with a mass of 0.5, a barrier of 2.0 eV gives about 5×10⁻⁸ A/cm² and one of 1.5 eV about 10⁻² A/cm². Holes injected from the positive gate, which see a different barrier, and leakage through defects are not included, so this number does not bound the real leakage.
- The field should hardly change the monolayer's bands. As a rough scale, half the drop, 0.075 eV, coupling two levels 2 eV apart would shift them by about 0.075²/2 ≈ 0.003 eV. This is a toy estimate, not the actual mechanism: both band edges at K are even under reflection in the Mo plane, so a perpendicular field does not couple them to each other, only to bands of odd parity.

So keep your zero density, but compute the field from both gates. The remaining values are in the numerical output below.

Values computed for the example and the checks

```
hBN back, top thickness: 20, 10 nm
MoS2 thickness: 0.65 nm
dielectric constants hBN, MoS2: 3.5, 6.0
gap: 2.0 eV; temperature: 300 K
carrier mass: 0.5 m_e; kT: 0.02585 eV
degeneracy electrons, holes: 4, 2
N_c, N_v: 1.080e+13, 5.400e+12 cm^-2
L_back, L_top: 5.7685, 2.9113 nm
OPPOSITE GATES back, top: +8.0, -4.0 V
layer potential: 0.0250 V
electrons: 4.5e-04 cm^-2
holes: 3.3e-05 cm^-2
D/eps0: 13.825 MV/cm
D/eps0 in atomic units: 2.68859e-03
field in hBN: 3.950 MV/cm
field in MoS2: 2.304 MV/cm
drop across MoS2: 0.1498 V
gate charge (+back, -top): 1.224 uC/cm2
same as number density: 7.640e+12 cm^-2
BALANCED LINE (back V, top V, D/eps0 MV/cm)
  +7.926  -4.0  +13.740
  +3.963  -2.0  +6.870
  -0.000  +0.0  -0.000
  -3.963  +2.0  -6.870
  -7.926  +4.0  -13.740
SAME-SIGN GATES back, top: +8.0, +4.0 V
electrons: 1.242e+13 cm^-2
D/eps0 below: +12.14 MV/cm
D/eps0 above: -10.32 MV/cm
mean D/eps0: +0.91 MV/cm
WINDOW at top -4.0 V, limit 1e+10 cm^-2
back gate from 5.42 to 10.38 V
D/eps0 from 10.85 to 16.56 MV/cm
FIXED CHARGE: +1e+12 e/cm2, gates +8, -4 V
layer potential: 0.373 V
electrons: 3.2e+02 cm^-2
D/eps0 below: 13.22 MV/cm
D/eps0 above: 15.03 MV/cm
TWO-SHEET CONDUCTOR: gates +4, -4 V; hBN-like 10 nm each
sheet spacing 0.65 nm; mass 0.5 m_e; degeneracy 4
lower sheet charge: -6.080e+12 e/cm2
upper sheet charge: +6.080e+12 e/cm2
D/eps0 outside: 13.69 MV/cm
D/eps0 between sheets: 2.69 MV/cm
inside/outside ratio: 0.1963
NEGLECTED EFFECTS, opposite gates
hBN breakdown (rough): 10 MV/cm
fraction of breakdown: 0.40
tunnel barrier, mass: 2.7 eV, 0.4 m_e
tunnel exponent: 48.5
tunnel current: 2e-14 A/cm2
D/eps0, hBN constant 3 and 4: 11.9, 15.8 MV/cm
gate screening 0.05 nm lowers D by 1.1 %
doubled mass moves threshold: 0.018 eV
two-level band-edge shift: 0.0028 eV
```
